# The Müller functional: convexity and a lower bound for two-electron energies, part 3

The Müller functional of the one-body density matrix \(\gamma\) (\(0\le\gamma\le1\), \(\operatorname{Tr}\gamma=N\), density \(\rho\)) is \(E^M=\operatorname{Tr}h\gamma+W^M\), \(W^M=D-X\), in Hartree atomic units, with one-body operator \(h\) and

\[ D=\tfrac12(\rho,\rho),\qquad X=\frac12\iint\frac{|\gamma^{1/2}(x,x')|^2}{|\mathbf r-\mathbf r'|}\,dx\,dx'. \tag{1} \]

Here \(x=(\mathbf r,\sigma)\), \((g,f)\) is the Coulomb product of \(g^*\) and \(f\), and \(\|f\|_C^2=(f,f)\ge0\). Earlier parts proved that \(E^M\) is convex and \(X\) concave, and (section 5) that for real spin-free \(h\) the minimum is reached on real spin-independent \(\gamma\).

For two electrons, \(V=1/r_{12}\) and \(\Psi=\sum_is_ia_i(x)b_i(x')\) with orthonormal \(a_i\) and orthonormal \(b_i\). With \(f_{ij}=\sum_\sigma a_i^*a_j\), \(g_{ij}=\sum_\sigma b_j^*b_i\), \(F_i=f_{ii}+g_{ii}\),

\[ \langle V\rangle-W^M(\gamma_\Psi)=\tfrac12\sum_{i\ne j}s_is_j\|f_{ij}+g_{ij}\|_C^2+\tfrac14\sum_{ij}s_i^2s_j^2\|F_i-F_j\|_C^2\;\ge0, \tag{17} \]
\[ \inf_\gamma E^M(\gamma)\le E^M(\gamma_\Psi)=\operatorname{Tr}h\gamma_\Psi+W^M(\gamma_\Psi)\le\langle\Psi|h_1+h_2+V|\Psi\rangle . \tag{18} \]

A real singlet has \(\psi=\sum_ic_i\phi_i(\mathbf r)\phi_i(\mathbf r')\), \(\epsilon_i=\pm1\) the sign of \(c_i\), and occupations \(c_i^2\) per spin. With \(J_{ij}=(\phi_i^2,\phi_j^2)\), \(K_{ij}=\|\phi_i\phi_j\|_C^2\), \(\langle V\rangle=\sum c_ic_jK_{ij}\),

\[ \langle V\rangle-W^M=2\!\!\sum_{\substack{i\ne j\\ \epsilon_i=\epsilon_j}}\!\!|c_ic_j|K_{ij}+\sum_{ij}c_i^2c_j^2\,(J_{ii}+J_{jj}-2J_{ij}), \tag{19} \]

the same-sign and variance terms. This gap vanishes for two amplitudes of opposite sign with \(\phi_1^2=\phi_2^2\) (section 8). For the ground state, with electronic energy \(E\),

\[ c_i\,(2h_{ii}+J_{ii}-E)=-\sum_{j\ne i}c_jK_{ij}. \tag{20} \]

FCI (full configuration interaction) is exact within a basis; RHF is restricted Hartree–Fock. Section 1 reported that the He minimum in cc-pVTZ lies \(0.008858\) Eh below FCI.

The closing list of values also covers earlier checks: Coulomb integrals from plane waves; the minimum over operators \(W\), and its integral over \(t\), used to prove \(X\) concave; convexity for random pairs of \(\gamma\); functionals with \(\gamma^a\) (exponent \(a\)) in place of \(\gamma^{1/2}\) on a spin path, where \(S\) is the exchange integral of the two-orbital projector; (17) for random \(\Psi\); and two sites with on-site repulsion \(U\) and inter-site repulsion \(V\).

## 10. A certificate for the minimum

A numerical minimization yields an admissible \(\gamma\), hence an upper bound to \(\min E^M\). A matching lower bound can be computed by one diagonalization. Let \(h\) be real and spin-free, \(N=2\), and let \(\rho\) be any trial density with Hartree potential \(v_H(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\). For any other \(\gamma'\) with density \(\rho'\), expanding \(D(\rho'-\rho)=D(\rho')-(\rho,\rho')+D(\rho)\) and using \((\rho,\rho')=\operatorname{Tr}v_H\gamma'\) gives the identity

\[ E^M(\gamma')=G(\gamma')-D(\rho)+D(\rho'-\rho),\qquad G(\gamma')=\operatorname{Tr}F\gamma'-X(\gamma'),\quad F=h+v_H. \tag{21} \]

Write \(\Lambda=\gamma'^{1/2}\) and regard each spin block \(\Lambda_{\sigma\sigma'}(\mathbf r,\mathbf r')\) as a function of two positions. Then \(\operatorname{Tr}F\Lambda^2=\operatorname{Tr}\Lambda^\dagger F\Lambda=\sum_{\sigma\sigma'}\langle\Lambda_{\sigma\sigma'}|F\otimes1|\Lambda_{\sigma\sigma'}\rangle\). By cyclicity it also equals \(\operatorname{Tr}\Lambda^\dagger(\Lambda F)\), in which the transpose of \(F\) acts on the second position; \(F\) is real and symmetric, so this is the same sum with \(1\otimes F\). Averaging the two forms and adding \(-X\) from (1),

\[ G(\gamma')=\tfrac12\sum_{\sigma\sigma'}\langle\Lambda_{\sigma\sigma'}|M|\Lambda_{\sigma\sigma'}\rangle,\qquad M=F\otimes1+1\otimes F-\frac1{r_{12}} . \]

With \(\lambda\) the lowest eigenvalue of \(M\) and \(\sum\|\Lambda_{\sigma\sigma'}\|^2=\operatorname{Tr}\gamma'=2\), \(G\ge\lambda\). Dropping the non-negative last term of (21),

\[ E^M(\gamma')\ge\lambda-D(\rho)\quad\text{for every }\gamma'\ge0\text{ of trace 2}, \tag{22} \]

complex and spin-dependent ones included. \(M\) has the form of a two-electron Hamiltonian in which each electron feels the full Hartree repulsion and the two attract each other.

The bound is an equality when \(\rho\) is the density of a minimizer \(\gamma_*\); the proof is given for a finite basis. First, \(\gamma_*\) minimizes \(G\). If \(G(\gamma')=G(\gamma_*)-\delta\) with \(\delta>0\), convexity of \(G\) and (21) give, on the segment, \(E^M(\gamma_\epsilon)\le E^M(\gamma_*)-\epsilon\delta+\epsilon^2D(\rho'-\rho)\), which is below \(E^M(\gamma_*)\) for small \(\epsilon\), a contradiction. Second, \(\min G=\lambda\). \(M\) is real and commutes with the exchange of positions, so a normalized lowest eigenvector can be taken real and either symmetric or antisymmetric; in the latter case multiply it by \(i\). Either way it is the kernel of a self-adjoint \(\Omega=\sum\omega_i|\chi_i\rangle\langle\chi_i|\) with \(\operatorname{Tr}\Omega^2=1\). Replacing \(\Omega\) by \(|\Omega|\) leaves the \(F\) terms unchanged, since they depend on \(\Omega^2\) only, and cannot lower \(\iint|\Omega|^2/r_{12}=\sum\omega_i\omega_j\|\chi_i^*\chi_j\|_C^2\), whose terms become non-negative. So \(\langle|\Omega|\,|M|\,|\Omega|\rangle\le\lambda\). The operator \(\gamma'=\Omega^2\otimes1\) has trace 2, eigenvalues at most 1 because \(\operatorname{Tr}\Omega^2=1\), and two equal spin blocks, so \(G(\gamma')\le\tfrac12\cdot2\lambda\). Hence \(G(\gamma_*)=\lambda\) and, by (21), \(E^M(\gamma_*)=\lambda-D(\rho)\).

## 11. Worked example: He and H\(_2\)

The systems are He in cc-pVTZ and H\(_2\) in cc-pVDZ (10 functions), nonrelativistic with fixed nuclei. All energies refer to these bases, and the differences between Müller and FCI are not converged in them. For He in cc-pVQZ the minimum lies \(0.0117\) Eh below FCI (29% of the correlation energy) instead of \(0.0089\) Eh (23%). For H\(_2\) in cc-pVTZ the gaps at 1.4, 3 and 6 bohr are \(0.0107\), \(0.0167\) and \(0.0026\) Eh, the relaxations \(0.0073\), \(0.0222\) and \(0.0454\) Eh, and the overshoot at 1.4 bohr is 46% instead of 32%; the trends with distance are the same. By section 5 the minimization may be restricted to \(\gamma=L^2\otimes1\) with \(L\) real symmetric and \(\operatorname{Tr}L^2=1\), which satisfies \(\gamma\le1\) automatically. FCI is obtained by diagonalizing the two-electron Hamiltonian on symmetric \(\psi\) and is checked against an independent FCI code. For each of the four cases the program asserts the ordering \(\min E^M<E^M(\gamma_{\rm FCI})<E_{\rm FCI}<E_{\rm RHF}\), the identity (19), agreement of energy and density between two random starts, and agreement of the minimum with (22) within \(10^{-7}\) Eh. Sums of six-decimal entries below can differ from the quoted totals by one unit in the last place through rounding.

### Helium

At the FCI density matrix the one-body energy is \(-3.850282\) Eh and \(\langle V\rangle=0.950050\) Eh, and their sum is \(E_{\rm FCI}=-2.900232\) Eh. The Müller interaction at the same \(\gamma\) is

\[ W^M=D-X=2.048620-1.105232=0.943388\ \text{Eh}, \]

so \(E^M(\gamma_{\rm FCI})=-3.850282+0.943388=-2.906894\) Eh, and the gap (17) is \(0.006661\) Eh (\(0.181\) eV). Relaxing \(\gamma\) lowers the energy by a further \(2.909090-2.906894=0.002196\) Eh to \(-2.909090\) Eh. The certificate reads \(\lambda-D=-0.863273-2.045818\), the program's unrounded value being \(-2.909090\) Eh, so this is the global minimum over all trace-2 density matrices in the basis. The \(0.008858\) Eh of section 1 is thus three quarters gap and one quarter relaxation. Relative to the correlation energy in this basis, \(2.900232-2.861153=0.039079\) Eh, the overshoot is \(0.008858/0.039079\approx23\%\).

The amplitudes are one positive and 13 negative, the pattern that (20) gives when one amplitude dominates. The coupling of the leading orbital to each weak orbital therefore has the correct sign in \(W^M\), while every pair among the 13 weak orbitals feeds the same-sign term. The leading occupation per spin falls from \(0.99216\) (FCI) to \(0.98781\) (Müller), and the next two rise from \(0.00374\) and \(0.00126\) to \(0.00541\) and \(0.00199\).

### Hydrogen molecule

At \(R=1.4\) bohr, with nuclear repulsion \(0.714286\) Eh, \(E_{\rm FCI}=-2.473066+0.595381+0.714286=-1.163399\) Eh. The Müller interaction at \(\gamma_{\rm FCI}\) is \(1.320150-0.732319=0.587831\) Eh, and the gap is \(0.595381-0.587831=0.007550\) Eh (\(0.205\) eV), made of \(0.005575\) Eh from the same-sign term and \(0.001976\) Eh from the variance. The minimum is \(-1.174571\) Eh, matched by the certificate \(-0.571277-1.317579+0.714286\). It lies \(0.011172\) Eh (\(0.304\) eV) below FCI, which is \(32\%\) of the correlation energy \(1.163399-1.128709=0.034690\) Eh. The three distances compare as follows, in Eh.

| \(R\) (bohr) | 1.4 | 3.0 | 6.0 |
|---|---|---|---|
| \(E_{\rm FCI}\) | −1.163399 | −1.050876 | −0.999136 |
| \(E^M(\gamma_{\rm FCI})\) | −1.170949 | −1.064813 | −1.000801 |
| \(\min E^M\) | −1.174571 | −1.078965 | −1.032128 |
| same-sign term | 0.005575 | 0.009491 | 0.001133 |
| variance term | 0.001976 | 0.004447 | 0.000533 |
| gap (17) | 0.007550 | 0.013938 | 0.001666 |
| relaxation | 0.003622 | 0.014152 | 0.031327 |

The relaxation row is the difference of the second and third rows. The certificates at 3 and 6 bohr are \(-0.452781-0.959517+0.333333=-1.078965\) Eh and \(-0.406465-0.792330+0.166667=-1.032128\) Eh.

The two inequalities of (18) behave differently. The gap is largest at the middle distance and small at 6 bohr. The relaxation grows over the three distances, and at 6 bohr it makes up \(0.031327/0.032992\approx95\%\) of the total \(0.032992\) Eh (\(0.898\) eV) by which the minimum lies below FCI.

**The small gap at 6 bohr.** The FCI occupations are \(0.55772\), \(0.44227\) and, for the third orbital, zero to five decimals. This is close to the two-amplitude equality case of section 8. In the limit of non-overlapping atomic functions \(A,B\), with \(g,u=(A\pm B)/\sqrt2\) and \(\psi=(gg-uu)/\sqrt2=(AB+BA)/\sqrt2\), the density is \(A^2+B^2\). Then \(D=J_{AA}+J_{AB}\); the square root per spin is \((|A\rangle\langle A|+|B\rangle\langle B|)/\sqrt2\), so \(X=J_{AA}\); and \(W^M=J_{AB}=\langle V\rangle\), which is \(1/R\) for separated spherical charges. The computed values are \(W^M=0.790717-0.624802=0.165915\) Eh and \(\langle V\rangle=0.167580\) Eh, against \(1/R=0.166667\) Eh. That the gap is larger at 3 bohr than at 1.4 bohr is what the output shows. A plausible reading, not tested here and so a conjecture, is that the second occupation has grown from \(0.01022\) to \(0.10447\) while \(g^2\) and \(u^2\) still differ and the weak amplitudes have not yet died out, which enlarges both terms of (19).

**Why the minimum stays lower.** In the same limit, move a small occupation \(\epsilon\) per spin into a third orbital \(\phi\) orthogonal to \(g\) and \(u\), so that the occupations are \((1-\epsilon)/2\), \((1-\epsilon)/2\) and \(\epsilon\). The one-body energy and \(D\) are polynomials in \(\epsilon\) and change at order \(\epsilon\). In \(X=\sum_{ij}\sqrt{n_in_j}K_{ij}\) (occupations per spin, the factor \(\tfrac12\) cancelling the two spins) the cross terms are \(2\sqrt{\epsilon(1-\epsilon)/2}\,(K_{g\phi}+K_{u\phi})\). To leading order

\[ \delta E^M=-\sqrt{2\epsilon}\,(K_{g\phi}+K_{u\phi})+O(\epsilon). \]

A wave function with these occupations has amplitudes \(+\sqrt{(1-\epsilon)/2}\), \(-\sqrt{(1-\epsilon)/2}\) and \(\pm\sqrt\epsilon\), and \(\langle V\rangle=\sum c_ic_jK_{ij}\) gives

\[ \delta E=\pm\sqrt{2\epsilon}\,(K_{g\phi}-K_{u\phi})+O(\epsilon). \]

Inserting \(g,u=(A\pm B)/\sqrt2\) gives \(K_{g\phi}+K_{u\phi}=\|A\phi\|_C^2+\|B\phi\|_C^2\) and \(K_{g\phi}-K_{u\phi}=2(A\phi,B\phi)\). The first is an on-atom quantity and stays finite as \(R\to\infty\) if \(\phi\) is built from atomic functions. The second is the interaction of two charge distributions on different atoms and tends to zero. A gain of order \(\sqrt\epsilon\) exceeds a cost of order \(\epsilon\) for small \(\epsilon\): writing \(\delta E^M\approx-b\sqrt\epsilon+a\epsilon\) with \(a>0\), the optimum is \(\sqrt\epsilon=b/2a\) and the gain \(b^2/4a\) does not vanish at dissociation. The exact state has no such gain in the limit. Each one-electron atom thus acquires a spurious correlation energy in the Müller minimum. The occupations at 6 bohr agree with this picture: the third Müller occupation is \(0.00597\), and the total outside the two leading orbitals is \(1-0.54616-0.43674=0.0171\), against at most \(2\times10^{-5}\) for FCI (\(1-0.55772-0.44227\), allowing for rounding). The argument fixes the sign and the persistence of the effect; its size, \(0.031\) Eh here, comes from the computation and is built up by several weak orbitals together, the third holding only about a third of the occupation outside the leading pair. The size depends strongly on the basis: for two separated atoms it is \(0.032\), \(0.047\) and \(0.054\) Eh in cc-pVDZ, cc-pVTZ and cc-pVQZ. The same \(\sqrt\epsilon\) term shows that a closed-shell determinant is never the Müller minimizer when the basis contains a further orbital with nonzero exchange integral.

**The second positive amplitude.** At 1.4 and 3 bohr the FCI amplitudes are one positive and nine negative; at 6 bohr they are two positive and eight negative. Equation (20) allows this: for a weak orbital the sum on the right is led by the two large amplitudes, of magnitude \(\sqrt{0.55772}\) and \(\sqrt{0.44227}\) and, on the picture above, of opposite sign, so their two terms largely cancel. What is left of them can be outweighed by the terms of the other weak orbitals, whose amplitudes are negative; the sum \(\sum_{j\ne i}c_jK_{ij}\) is then negative and \(c_i\) positive, even when the two leading terms alone would give the opposite sign. The output does not list the individual terms; for the positive weak orbital the two leading terms sum to \(+5.0\times10^{-4}\) Eh and the others to \(-6.6\times10^{-4}\) Eh. The count and the cause depend on basis and distance: in cc-pVTZ at 6 bohr three weak amplitudes are positive, and in cc-pVDZ at 8 bohr three are positive with the two leading terms already negative on their own. The bound does not depend on the sign pattern, since (19) is non-negative for any signs, and the program's check of (19) holds at this distance as at the others.

The program and its complete output are printed below.

## Values computed for the example and the checks

```
Fourier vs analytic ERI, He cc-pVTZ: max error 5.4e-15 Eh
min over W vs eigenvalue sum: max error 5.3e-15
t-integral of minima 12.30448053, direct trace 12.30448053
300 pairs: min convexity margin E 2.05e-06 Eh, -X 2.00e-06 Eh
spin path (H2, 1.4 bohr, two lowest h orbitals): S = 1.473193 Eh
  exponent 0.5: midpoint excess 0.000000 Eh
  exponent 0.55: midpoint excess 0.049328 Eh
  exponent 1.0: midpoint excess 0.368298 Eh
60 random Psi: min gap 2.04e-03 Eh, identity error 3.6e-15 Eh
ensembles: min gap 2.91e-02 Eh; determinants: max |gap| 3.3e-15 Eh
two sites U = 2.0 Eh, V = 1.0 Eh: gap 1.000000 Eh
two sites U = 1.0 Eh, V = 2.0 Eh: gap -1.000000 Eh
He cc-pVTZ: 14 functions, E_nuc 0.000000 Eh
  E_RHF -2.861153, E_FCI -2.900232 Eh
  FCI gamma: one-body -3.850282, <V> 0.950050 Eh
  FCI gamma: D 2.048620, X 1.105232, W_M 0.943388 Eh
  E_M(gamma_FCI) -2.906894 Eh, gap 0.006661 Eh = 0.1813 eV
  min E_M -2.909090 Eh, below FCI 0.008858 Eh = 0.2410 eV
  certificate: lambda -0.863273, D 2.045818, bound -2.909090 Eh
  occ. per spin FCI 0.99216 0.00374 0.00126, Mueller 0.98781 0.00541 0.00199
  amplitudes: 1 positive, 13 negative
H2 cc-pVDZ R = 1.4 bohr: 10 functions, E_nuc 0.714286 Eh
  E_RHF -1.128709, E_FCI -1.163399 Eh
  FCI gamma: one-body -2.473066, <V> 0.595381 Eh
  FCI gamma: D 1.320150, X 0.732319, W_M 0.587831 Eh
  E_M(gamma_FCI) -1.170949 Eh, gap 0.007550 Eh = 0.2055 eV
  gap split: same-sign K 0.005575, variance 0.001976 Eh
  min E_M -1.174571 Eh, below FCI 0.011172 Eh = 0.3040 eV
  certificate: lambda -0.571277, D 1.317579, bound -1.174571 Eh
  occ. per spin FCI 0.98321 0.01022 0.00305, Mueller 0.97045 0.01743 0.00513
  amplitudes: 1 positive, 9 negative
H2 cc-pVDZ R = 3.0 bohr: 10 functions, E_nuc 0.333333 Eh
  E_RHF -0.986300, E_FCI -1.050876 Eh
  FCI gamma: one-body -1.747388, <V> 0.363179 Eh
  FCI gamma: D 0.956645, X 0.607404, W_M 0.349242 Eh
  E_M(gamma_FCI) -1.064813 Eh, gap 0.013938 Eh = 0.3793 eV
  gap split: same-sign K 0.009491, variance 0.004447 Eh
  min E_M -1.078965 Eh, below FCI 0.028089 Eh = 0.7643 eV
  certificate: lambda -0.452781, D 0.959517, bound -1.078965 Eh
  occ. per spin FCI 0.89376 0.10447 0.00096, Mueller 0.84260 0.14393 0.00414
  amplitudes: 1 positive, 9 negative
H2 cc-pVDZ R = 6.0 bohr: 10 functions, E_nuc 0.166667 Eh
  E_RHF -0.815990, E_FCI -0.999136 Eh
  FCI gamma: one-body -1.333383, <V> 0.167580 Eh
  FCI gamma: D 0.790717, X 0.624802, W_M 0.165915 Eh
  E_M(gamma_FCI) -1.000801 Eh, gap 0.001666 Eh = 0.0453 eV
  gap split: same-sign K 0.001133, variance 0.000533 Eh
  min E_M -1.032128 Eh, below FCI 0.032992 Eh = 0.8978 eV
  certificate: lambda -0.406465, D 0.792330, bound -1.032128 Eh
  occ. per spin FCI 0.55772 0.44227 0.00000, Mueller 0.54616 0.43674 0.00597
  amplitudes: 2 positive, 8 negative
```
